# Clamped-Ion Longitudinal Flexoelectricity from Third Moments and the Slab Lineup

When an insulating, centrosymmetric crystal carries a longitudinal strain that varies slowly in space, and every ion follows the same displacement function \(u(x)\), its polarisation at zero displacement field \(D\) is

\[
P=\mu\,\frac{d^2u}{dx^2},\qquad \mu=\frac{Q^{(3)}}{6V},
\]

where \(V\) is the cell volume and \(Q^{(3)}\) is the third moment of the charge induced by unit displacement of an atomic plane, summed over the planes of a cell. A symmetric, uncharged slab of thickness \(t\) with strain \(\varepsilon=\nu x\) shows between its two vacuum sides the potential difference

\[
\Delta\phi=(4\pi\mu+\Phi')\,\nu t+c\,\nu ,\qquad \Phi'=\frac{d\Phi}{d\varepsilon},
\]

where \(\Phi\) is the lineup, that is, the vacuum potential minus the mean potential inside a uniformly strained slab, and \(c\) does not depend on \(t\). The third moment is thus the bulk part of the answer, and the surface adds \(\Phi'/4\pi\) to it. Both laws hold to leading order in the strain and its gradient.

The algebra is in atomic units, with electron charge \(-1\) and Poisson's equation \(\phi''=-4\pi\rho\). The crystal is a stack of planes normal to \(x\), with period \(a\), in-plane cell area \(S\) and \(V=Sa\). The in-plane lattice is held fixed. Let \(X_{lk}\) be the position of plane \(k\) in cell \(l\). Displace this whole plane by a small \(u\) along \(x\), let the electrons relax, and keep all other ions where they were. The change of total charge, ions plus electrons, per in-plane cell, per unit length and per unit \(u\), is \(f_k(x-X_{lk})\). Its moments are

\[
Q_k^{(n)}=\int y^n f_k(y)\,dy,\qquad Q^{(n)}=\sum_k Q_k^{(n)} .
\]

A whole plane is moved, rather than one atom, because a single displaced atom leaves a dipole field that polarises distant cells, and an integral weighted with \(x^3\) then needs a prescription for its convergence. A plane of zero net charge at \(D=0\) produces no planar-averaged field outside its own charge distribution, and the part of its field that varies within the plane decays exponentially. In an insulator the response \(f_k\) is therefore taken to decay fast enough for all its moments to exist.

For small displacements the responses add:

\[
\delta\rho(x)=\frac1S\sum_{lk}f_k(x-X_{lk})\,u(X_{lk}).
\]

Take \(u(X)=Ue^{iqX}\). Since \(e^{iqX}=e^{iqx}e^{-iq(x-X)}\),

\[
\delta\rho(x)=\frac{U}{S}\,e^{iqx}\sum_{lk}f_k(x-X_{lk})\,e^{-iq(x-X_{lk})}.
\]

The sum over \(l\) has the period of the lattice. The macroscopic charge is obtained by replacing this periodic factor by its average over one cell. Integrating a sum over all cells across one period equals integrating a single term over the whole axis, so

\[
\rho(q)=\frac{U}{Sa}\sum_k\int f_k(y)e^{-iqy}dy
=\frac UV\sum_{n}\frac{(-iq)^n}{n!}\,Q^{(n)} .
\]

The first three terms vanish, each for its own reason. Moving a plane creates no charge, so \(Q_k^{(0)}=0\) for every \(k\).

For \(n=1\), translate a neutral slab of \(N\) cells rigidly. Its dipole moment does not change. The same change is the sum of the contributions of the individual planes. An interior plane contributes \(\int x f_k\,dx=X_{lk}Q_k^{(0)}+Q_k^{(1)}=Q_k^{(1)}\), while the planes near the surfaces contribute a different amount that is independent of \(N\). Hence \(NQ^{(1)}+\text{const}=0\) for every large \(N\), which requires \(Q^{(1)}=0\). The separate \(Q_k^{(1)}\), which are the dynamical charges at fixed \(D\), need not vanish.

For \(n=2\), inversion carries plane \(k\) into a plane \(\bar k\) and reverses the displacement, so \(f_{\bar k}(-y)=-f_k(y)\) and

\[
Q_{\bar k}^{(n)}=(-1)^{n+1}Q_k^{(n)} .
\]

Even moments cancel in the sum over the cell, and odd moments add. Without inversion symmetry the \(n=2\) term can survive, and it then gives \(P=-Q^{(2)}\varepsilon/2V\). This is a piezoelectric polarisation, which for slow variation exceeds the flexoelectric one.

The leading term is therefore the third. With \((-i)^3=i\),

\[
\rho(q)=\frac{iq^3U\,Q^{(3)}}{6V}.
\]

The polarisation follows from \(\rho=-dP/dx\), that is \(\rho(q)=-iqP(q)\):

\[
P(q)=-\frac{\rho(q)}{iq}=-q^2U\,\frac{Q^{(3)}}{6V}.
\]

Since \(u''=-q^2U\) for this wave, \(P=\mu u''\) with \(\mu=Q^{(3)}/6V\). The factor 6 is the \(3!\) of the expansion. The next term that survives has \(n=5\), with \((-i)^5=-i\), so that a wave of finite \(q\) gives

\[
\mu(q)=\mu-\frac{q^2Q^{(5)}}{120\,V}+O(q^4).
\]

The electrical condition is part of the result. A longitudinal wave contains no free charge, so \(D=0\) and the field \(E=-4\pi P\) is already included in \(f_k\). At a prescribed field one writes instead \(P=\mu_E u''+\chi E\), with \(4\pi\chi=\epsilon_\infty-1\), where \(\epsilon_\infty\) is the dielectric constant with fixed ions. Setting \(E=-4\pi P\) gives \(P(1+4\pi\chi)=\mu_E u''\), hence

\[
\mu_E=\epsilon_\infty\,\mu .
\]

This is the coefficient for zero macroscopic field inside the crystal.

The potential at \(D=0\) follows from Poisson's equation, \(-q^2\phi(q)=-4\pi\rho(q)\):

\[
\phi(q)=\frac{4\pi}{q^2}\,iq^3\mu U=4\pi\mu\,(iqU)=4\pi\mu\,\varepsilon(q).
\]

The mean potential thus follows the local strain, and \(4\pi\mu\) is its shift per unit strain between differently strained parts of one crystal, provided the strain changes slowly from one to the other. At an abrupt change the shift also depends on where in the cell the change lies, because the separate \(Q_k^{(1)}\) do not vanish. The law for slow variation carries over to a constant gradient, \(u=\nu x^2/2\). There \(u\) itself may become large, but near any point its constant part is a translation, which has no effect. What must be small is the strain. The interior potential then has the slope

\[
\frac{d\bar\phi}{dx}=4\pi\mu\nu .
\]

Now let the crystal end at \(x=\pm t/2\), with equivalent surfaces and no free charge. The right surface has strain \(+\nu t/2\) and the left one \(-\nu t/2\). Crossing each surface adds the lineup for the local strain:

\[
\phi_R=\bar\phi(t/2)+\Phi(\nu t/2),\qquad
\phi_L=\bar\phi(-t/2)+\Phi(-\nu t/2).
\]

Subtracting, and expanding \(\Phi\) to first order, one finds

\[
\Delta\phi=4\pi\mu\nu t+\Phi(\nu t/2)-\Phi(-\nu t/2)
=(4\pi\mu+\Phi')\nu t .
\]

The constant \(\Phi(0)\) drops out because the surfaces are equivalent. Two effects were left aside. The place at which the surface samples the strain is uncertain by a length of atomic size, and the surface may respond to the gradient itself. Both are proportional to \(\nu\) and independent of \(t\), and they make up the term \(c\nu\). A mirror operation reverses both \(\nu\) and \(\Delta\phi\), so the next correction is of third order in \(\nu\).

The surface term cannot be dropped as a small correction for thick samples, because the strain at the surfaces grows with \(t\) just as the interior drop does. A limiting case shows how large it can be. Let each plane carry a rigid, neutral, symmetric charge \(\lambda(y)\), with second moment \(M=\int y^2\lambda\,dy\). Moving it gives \(f=-\lambda'\), and one integration by parts yields

\[
Q^{(3)}=-\int y^3\lambda'\,dy=3M,\qquad \mu=\frac{M}{2V}.
\]

The potential \(\phi_1\) of one such plane vanishes outside it. Two integrations by parts give

\[
\int\phi_1\,dx=\int\frac{x^2}{2}\,\phi_1''\,dx=-\frac{2\pi M}{S}.
\]

In a slab of period \(a(1+\varepsilon)\) the mean potential relative to vacuum is this integral divided by the period, so

\[
\Phi=\frac{2\pi M}{V(1+\varepsilon)},\qquad \Phi'(0)=-\frac{2\pi M}{V}=-4\pi\mu .
\]

The sum \(4\pi\mu+\Phi'\) is zero, as it must be: planes without an outside field cannot produce a voltage, however they are spaced. The bulk coefficient is nevertheless finite. For planes made of a charge \(+1\) of Gaussian width 0.40 Å and a charge \(-1\) of width 0.80 Å, \(M=0.16-0.64=-0.48\) e Å\(^2\). With a cell of 64 Å\(^3\), the numerical evaluation gives \(-0.6786\) V for the bulk term and \(+0.6786\) V for the lineup derivative.

A second case is a crystal of rigid ions with net charges \(z_k\) at positions \(b_k\) from the cell centre, where \(\sum z_k=0\) and, by inversion, \(\sum z_kb_k=0\). The symmetric shape of each ion produces no outside field, so only the charges count. Under \(u=\nu X^2/2\), the dipole of a cell centred at \(X_l\) changes by

\[
\frac{\nu}{2}\sum_k z_k(X_l+b_k)^2=\frac{\nu}{2}\sum_k z_kb_k^2 .
\]

A dipole \(p\) per in-plane cell gives a step \(4\pi p/S\). With \(N=t/a\) cells,

\[
\Delta\phi_{\rm rigid}=\frac{2\pi\nu t}{V}\sum_k z_kb_k^2 .
\]

For point-like sheets \(f_k=-z_k\delta'(y)\), whose third moment vanishes. The whole voltage then sits in \(\Phi'\), and it depends on which complete cells the slab is built from, that is, on the termination.

A model in which the electrons do respond puts numbers to the general law. Each cell has a plane A at its centre and planes B at \(\pm1.00\) Å, with period 4.00 Å and area 16.0 Å\(^2\). The core charges are 1.4, 0.3 and 0.3 e, with Gaussian width 0.40 Å. One electron pair per cell moves along \(x\) in wells 16.0 eV deep and 0.80 Å wide, centred on the A planes, and in the self-consistent Hartree potential. In-plane motion, exchange and correlation are left out. The gap is 7.17 eV and \(\epsilon_\infty=1.478\).

Displacing single planes in the middle of an open slab gives \(Q_A^{(1)}=-0.4207\) e and \(Q_B^{(1)}=0.2103\) e for each B plane, which add to zero within rounding. The second moments are zero for A and \(\pm0.0866\) e Å for the B planes at \(\pm1.00\) Å, opposite to each other as inversion requires. The third moments are \(-0.6556\) e Å\(^2\) for A and \(-0.1461\) e Å\(^2\) for each B. Hence

\[
\mu=\frac{-0.9477}{6\times64.0}=-0.002468\ \text{e/Å}=-0.00395\ \text{nC/m}.
\]

An independent value comes from periodic displacement waves, where the charge of the whole wave is computed and no moment is taken. Waves 12 and 18 cells long give \(-0.002494\) and \(-0.002480\) e/Å. Since the correction goes as \(q^2\), and the two values of \(q^2\) have the ratio \((18/12)^2=2.25\), the limit is

\[
\mu(q\to0)=\frac{2.25\,(-0.002480)-(-0.002494)}{1.25}\approx-0.00247\ \text{e/Å},
\]

in agreement with the third moment.

In volts, with \(e^2/4\pi\epsilon_0=14.40\) eV Å, the bulk term is \(4\pi\mu=-0.4466\) V per unit strain. The lineup derivative, taken from separate, uniformly strained slabs, is \(+1.1224\) V. Their sum is 0.6758 V, so the surface reverses the sign of the voltage that the bulk alone would suggest. The direct value comes from slabs of 10 and 20 cells under the same gradient. The difference of their vacuum steps, divided by \(\nu\) and by the difference in thickness, removes \(c\) and gives 0.6758 V.

The surface dependence appears when the outermost B planes are moved outward by 0.30 Å, with the crystal inside unchanged. The bulk term stays the same, but the lineup derivative rises to 2.2601 V. The sum is then 1.8135 V, against 1.8134 V directly from the slabs. One bulk crystal thus gives voltages that differ by a factor of 2.7 for two terminations.

The rigid-ion formula helps to read these numbers. With \(z_A=1.4-2=-0.6\) and \(z_B=0.3\), \(\sum z_kb_k^2=0.6\) e Å\(^2\), and the sum would be \(2\pi\times14.40\times0.6/64=0.85\) V. The value 0.68 V is lower because the electrons do not move rigidly with the ions. Moving the outer charges \(z_B\) outward by \(d\) adds, in the rigid picture, \(4\pi z_Bd/S\), or \(4\pi\times14.40\times0.3\times0.30/16=1.02\) V. The model gives an increase of 1.14 V. The rigid estimate has the right sign and size, and the remaining 0.12 V is electronic response, which has not been analysed further.

For a film 8.0 nm thick with a gradient of \(10^6\) per metre, the surface strains are \(\pm0.40\) %. The interior slope of the potential is

\[
4\pi\mu\nu=-0.4466\ \text{V}\times10^6\ \text{m}^{-1}=-4.466\times10^{-3}\ \text{MV/cm},
\]

and the slope read from the smoothed potential in the middle of the film is the same to the four digits printed. When a displacement field \(D=4\pi\epsilon_\infty\mu\nu\) is applied, this slope falls to \(-6\times10^{-7}\) MV/cm, about \(10^{-4}\) of its former value, which confirms \(\mu_E=\epsilon_\infty\mu=-0.003648\) e/Å.

The film voltage from the formula is \(0.6758\ \text{V}\times0.008=5.41\) mV. The full calculation gives 5.38 mV, and the difference, \(-0.02\) mV when taken before rounding, is the end term \(c\nu\). For the expanded surface the two values are 14.51 and 14.24 mV, with a larger difference, \(-0.26\) mV before rounding. Part of it has a simple origin. The added rigid dipole involves the actual position of the outer B plane, 1 Å inside the cell boundary before the shift, so that \(t\) is replaced by \(t-2\ \text{Å}+0.3\ \text{Å}\). This lowers the step by \(1.02\ \text{V}\times1.7\times10^{-4}=0.17\) mV.

Some neglected effects are negligible at these settings. With ten times the gradient, and surface strains near 4 %, the voltage of the plain film departs from proportionality by 0.07 %. Interband tunnelling plays no part: the strain differs by only 0.8 % between the two surfaces, so even a band edge that shifts by a few eV per unit strain moves by only some tens of meV across the film, far less than the gap of 7.17 eV. (The tunnelling exponent in the numerical output refers to an unlimited crystal in the same uniform field.) The thermal carrier density at 300 K, estimated with the free-electron mass, is of order \(10^{-41}\) per cm\(^3\) in a perfect crystal.

Two other assumptions are fragile. If sublattice A shifts uniformly by \(\delta\) against the rest, the first-moment term no longer cancels and gives \(P=Q_A^{(1)}\delta/V\). A shift of 0.0057 pm is enough to cancel the voltage of the plain film. The natural scale for internal shifts produced by a gradient is \(\nu a^2=10^{-4}\times16\ \text{Å}=0.16\) pm, almost thirty times as much. The prefactor depends on the force constants and masses, in size and in sign. In a chain of nearest-neighbour springs with this geometry it is of order 0.1 or smaller, which gives shifts of up to a few times the cancelling one. The second is surface charge. Opposite sheets of density \(\sigma\) change the step by \(4\pi\sigma t/\epsilon_\infty\), so cancellation needs \(\sigma=\epsilon_\infty(4\pi\mu+\Phi')\nu/4\pi\), which is \(5.5\times10^9\) e/cm\(^2\).

The period and the gap lie in the rough range of a wide-gap oxide such as MgO, and a gradient of \(10^6\) per metre has the size of one per cent of mismatch relaxing over 10 nm, although such relaxation also changes the in-plane lattice, which is held fixed here. Other properties are far from such an oxide. The model's \(\epsilon_\infty\) is about half the rough value of 3 for MgO, and the model has only a single electron pair per cell. Mean inner potentials of oxides are roughly 10 V, and where the planes are neutral, as the (001) planes of MgO are, the rigid-plane relation suggests a bulk term of that order, far above the 0.45 V found here, with much of it cancelled by the lineup. For charged planes the lineup also contains the termination-dependent term \(2\pi\sum_k z_kb_k^2/V\), and the mean inner potential does not fix the bulk term. The interior field is far below a breakdown field of rough order 10 MV/cm. Real films break the clamped-ion condition, which by the estimate above can change the voltage by an amount comparable to it or a few times larger, with either sign. The actual size has to be computed for each material. They can also carry trapped charge: opposite sheets of \(10^{11}\) e/cm\(^2\) would shift the voltage by about 0.1 V in this model, some eighteen times the plain film's voltage. A measured film voltage can therefore be compared with \(4\pi\mu+\Phi'\) only if the strain is longitudinal, the two surfaces are equivalent and of known termination, the lattice response is added and the surface charge is controlled. A substrate or electrodes change the lineup, and if the two sides differ, its constant part no longer cancels. The remaining values are in the numerical output.

## Computed values

```
period, B offset: 4.00, 1.00 angstrom
in-plane area: 16.0 angstrom^2
cell volume: 64.0 angstrom^3
core charges A, B, B: 1.4, 0.3, 0.3 e
ion width, well width: 0.40, 0.80 angstrom
well depth: 16.0 eV
band gap (Hartree model): 7.17 eV
dielectric constant, fixed ions: 1.478
plane A: Q1 = -0.4207 e, Q2 = -0.0000 e angstrom, Q3 = -0.6556 e angstrom^2
plane B left: Q1 = 0.2103 e, Q2 = -0.0866 e angstrom, Q3 = -0.1461 e angstrom^2
plane B right: Q1 = 0.2103 e, Q2 = 0.0866 e angstrom, Q3 = -0.1461 e angstrom^2
sum Q1: 2.3e-06 e
sum Q2: 2.4e-11 e angstrom
sum Q3: -0.9477 e angstrom^2
mu from third moment: -0.002468 e/angstrom
mu from third moment: -0.00395 nC/m
mu from wave of 12 cells: -0.002494 e/angstrom
mu from wave of 18 cells: -0.002480 e/angstrom
mu from waves, q to 0: -0.002468 e/angstrom
short-circuit mu: -0.003648 e/angstrom
bulk term 4 pi mu: -0.4466 V per unit strain
plain surface, lineup derivative: 1.1224 V
plain surface, bulk + lineup: 0.6758 V
plain surface, direct from slabs: 0.6758 V
expanded surface, lineup derivative: 2.2601 V
expanded surface, bulk + lineup: 1.8135 V
expanded surface, direct from slabs: 1.8134 V
outward shift of expanded surface: 0.30 angstrom
rigid planes, bulk term: -0.6786 V
rigid planes, lineup derivative: 0.6786 V
strain gradient: 1.0e+06 1/m
film thickness: 8.0 nm
strain at the film surfaces: +-0.40 %
film voltage, plain, direct: 5.383 mV
film voltage, plain, formula: 5.407 mV
film voltage, expanded, direct: 14.244 mV
film voltage, expanded, formula: 14.508 mV
bulk polarisation at D = 0: -3.954e-04 uC/cm2
interior slope, direct: -4.466e-03 MV/cm
interior slope, formula: -4.466e-03 MV/cm
interior slope, short circuit: -6.1e-07 MV/cm
thickness-independent end term, plain: -0.023 mV
nonlinearity at 10 times the gradient: 0.07 %
A-sublattice shift that cancels: 0.0057 pm
surface charge that cancels: 5.52e+09 e/cm2
interband tunnelling exponent: 2.93e+05
log10 of thermal carriers per cm3, 300 K: -40.8
```
